Split polariton eigenfrequencies do not guarantee a doublet in the spectrum

A cavity mode and an exciton can have two eigenfrequencies with different real parts and still show a single peak in transmission, in absorption and in the reflection dip. For equal bare energies, amplitude decay rates κ (cavity) and γ (exciton) and coupling g, the real parts split when

g > |κ − γ|/2,

whereas the exciton absorption has two peaks if and only if

2g² > κ² + γ².

Transmission and reflection have onsets of their own. The number of peaks is therefore a property of the poles and of the measured quantity together.

**The model**

Let both bare energies equal E0, and let w = E − E0. The algebra uses atomic units, ħ = 1, so that rates and energies are the same quantities; numbers are in eV. Fields vary as exp(−iEt). An amplitude decaying as exp(−κt) belongs to a line of full width 2κ. The response is linear, the exciton line Lorentzian, and the mirrors lossless, so κ = κ1 + κ2, with light entering through mirror 1.

In the frame rotating at E0, the cavity amplitude a and exciton amplitude b obey

i da/dt = −iκa + gb + i√(2κ1) S
i db/dt = −iγb + ga.

Here |a|² and |b|² are energies and |S|² is the incident power. The outgoing waves are √(2κ1)a − S on the input side and √(2κ2)a behind the cavity. These choices conserve energy. The equations of motion give

d(|a|² + |b|²)/dt = −2κ|a|² − 2γ|b|² + 2√(2κ1) Re(a*S),

because the two coupling terms cancel. On the input side, incident minus reflected power is

|S|² − |√(2κ1)a − S|² = 2√(2κ1) Re(a*S) − 2κ1|a|².

What enters thus leaves through mirror 2 at the rate 2κ2|a|², is dissipated by the exciton at the rate 2γ|b|², or is stored.

For a steady drive, d/dt becomes −iw, and

(w + iκ)a − gb = i√(2κ1) S
(w + iγ)b = ga.

Eliminating b gives

a = i√(2κ1) S (w + iγ)/D
b = i√(2κ1) S g/D
D = (w + iκ)(w + iγ) − g².

The transmitted and absorbed fractions, 2κ2|a|²/|S|² and 2γ|b|²/|S|², are

T = 4κ1κ2(w² + γ²)/|D|²
A = 4κ1γg²/|D|².

The reflection dip is 1 − R = T + A. All three share the denominator, but their numerators differ.

To expand the denominator, write

D = (w² − κγ − g²) + iw(κ + γ).

With x = w² and q = κγ + g²,

|D|² = (x − q)² + x(κ + γ)² = x² + px + q²
p = (κ + γ)² − 2q = κ² + γ² − 2g².

**The eigenfrequencies**

Set Γ = (κ + γ)/2 and d = (κ − γ)/2. Without the drive, the matrix of the equations of motion is −iΓ times the unit matrix plus

K = [[−id, g], [g, id]].

The off-diagonal elements of K² cancel, and both diagonal elements are g² − d². The eigenvalues are therefore

w± = −iΓ ± s, with s² = g² − (κ − γ)²/4.

The real parts are separated by 2s when s² > 0. Both modes then have the same full width 2Γ.

**A counter-example**

Take E0 = 2.01 eV, κ = 0.018 eV, γ = 0.015 eV, κ1 = κ2 = 0.009 eV and g = 0.006 eV. Splitting requires only g > 0.0015 eV. Using U = 10⁻⁴ eV² as the unit for squares,

s² = 0.360 − 0.0225 = 0.3375 U,

so s = 0.0058 eV and the real parts differ by 0.0116 eV. For the spectra,

p = 3.24 + 2.25 − 0.72 = 4.77 U
q = 2.70 + 0.36 = 3.06 U.

Absorption is proportional to 1/(x² + px + q²). Since p is positive, the denominator grows steadily with x = w², and the absorption has one peak, at w = 0.

Transmission is proportional to (x + γ²)/(x² + px + q²). Its derivative with respect to x has the sign of

(x² + px + q²) − (x + γ²)(2x + p) = −x² − 2γ²x + q² − pγ².

Here q² = 9.36 U² and pγ² = 4.77 × 2.25 = 10.73 U². The constant term is negative and the other terms cannot be positive, so transmission also falls steadily away from w = 0.

For the reflection dip the numerator is proportional to x + m, where

m = γ² + γg²/κ2 = 2.25 + 0.60 = 2.85 U.

The constant term becomes q² − pm = 9.36 − 13.59 < 0, and again there is one peak. Two distinct damped resonances thus give one peak in each of the three spectra.

**When two peaks appear**

The same derivative settles the general case. Consider

f(x) = (x + m)/(x² + px + q²), with m ≥ 0 and x ≥ 0.

The denominator is positive because κ and γ are positive. The derivative has the sign of

N(x) = −x² − 2mx + q² − pm,

which decreases as x increases from zero. If q² ≤ pm, N is negative for every x > 0, and the spectrum has one peak at w = 0. If q² > pm, N changes sign once, from positive to negative. Then w = 0 is a minimum and there are two peaks at w = ±√x, with

x = −m + √(m² + q² − pm).

For a constant numerator the corresponding sign is that of −2x − p. There are two peaks if and only if p < 0, and they lie at x = −p/2.

*Absorption.* The condition p < 0 is 2g² > κ² + γ². It is also a statement about the poles, since

s² − Γ² = g² − [(κ − γ)² + (κ + γ)²]/4 = g² − (κ² + γ²)/2 = −p/2.

The absorption peaks are at w² = s² − Γ², and they exist if and only if s > Γ: the real splitting 2s must exceed the full width 2Γ of each polariton. In this resonant model an absorption doublet proves that the real parts are split; the counter-example shows that the reverse inference fails. Since √(s² − Γ²) < s, the peak separation is smaller than the real splitting.

*Transmission.* Here m = γ². Inserting p and q into q² > pγ² gives

g⁴ + 2κγg² + κ²γ² > κ²γ² + γ⁴ − 2γ²g².

The terms κ²γ² cancel, leaving

g⁴ + 2γ(κ + γ)g² − γ⁴ > 0.

The positive root of this quadratic in g² gives the condition

g² > γ[√((κ + γ)² + γ²) − (κ + γ)].

The peaks lie at

w² = √(g⁴ + 2γ(κ + γ)g²) − γ².

*Reflection dip.* With m = γ² + γg²/κ2 and u = g², multiplying q² > pm by κ2 gives

κ2(κγ + u)² > (κ2γ² + γu)(κ² + γ² − 2u).

Expanding both sides and cancelling κ2κ²γ²,

(κ2 + 2γ)u² + [2κ2γ(κ + γ) − γ(κ² + γ²)]u − κ2γ⁴ > 0.

The product of the two roots is negative, so there is one positive root and one onset. If κ2 tends to zero at fixed κ, no light is transmitted, and the condition reduces to that for absorption, as it must.

For the example's fixed decay rates, the onsets in g are 0.0070 eV for transmission, 0.0100 eV for the reflection dip and 0.0166 eV for absorption. The real parts split already at 0.0015 eV.

**One sample, different answers**

Raise the coupling to g = 0.015 eV with all decay rates unchanged. The real splitting is now 0.0298 eV, and

p = 5.49 − 4.50 = 0.99 U
q = 2.70 + 2.25 = 4.95 U.

Absorption still has one peak, because p > 0. For transmission,

x = −2.25 + √(2.25² + 4.95² − 0.99 × 2.25) = 2.98 U.

The peaks are at w = ±0.0173 eV and their separation is 0.0345 eV, about 10.6 nm in wavelength. The transmission midway between them is 64% of its peak value. For the reflection dip m = 6.00 U, and the same formula gives a separation of 0.0236 eV. The same two modes thus give a doublet in two observables and a single peak in the third. The transmission separation exceeds the real splitting, so it cannot be read as 2s.

At g = 0.025 eV all three spectra are doublets. The separations are 0.0558 eV in transmission, 0.0468 eV in the reflection dip and 0.0374 eV in absorption, against a real splitting of 0.0499 eV.

The disagreement fades when g greatly exceeds both decay rates. Expanding the square roots to first order in 1/g gives

transmission peak: w ≈ g + κγ/(2g)
real part of pole: s ≈ g − (κ − γ)²/(8g)
absorption peak: w ≈ g − (κ² + γ²)/(4g).

All three approach g, the first from above and the absorption peak from below.

**Why adding two Lorentzians is not enough**

One might place a Lorentzian of half width Γ at each of ±s and add the intensities. The correct absorption amplitude is instead a coherent difference of two poles:

1/D = (1/2s)[1/(w − s + iΓ) − 1/(w + s + iΓ)].

The sum of the two Lorentzians, each written as 1/[(w ∓ s)² + Γ²], is

2(w² + s² + Γ²)/|D|².

The interference term in the squared bracket is

−2 Re{1/[(w − s + iΓ)(w + s − iΓ)]} = 2(s² − Γ² − w²)/|D|².

Together they give 4s²/|D|², as required. The numerator of the bare sum grows with w², which favours peaks away from the centre. Interference removes precisely this growth.

The bare sum has its own onset. In the variables of the general condition it has m = s² + Γ². Also q = s² + Γ² and p = 2(Γ² − s²), so q² > pm becomes

s² + Γ² > 2(Γ² − s²), or s > Γ/√3 ≈ 0.577Γ.

Absorption requires s > Γ. At g = 0.015 eV, s/Γ = 0.0149/0.0165 ≈ 0.90. Adding intensities would predict a doublet, but the absorption has one peak.

**The merged resonances in time**

A single peak does not mean that the two modes have become one. Put unit energy into the cavity at t = 0 and switch off the drive. Since K² = s² times the unit matrix, the power series of exp(−iKt) sums to cos(st) − iK sin(st)/s. Its off-diagonal element gives

b(t) = −i(g/s) sin(st) exp(−Γt)
|b|² = (g/s)² sin²(st) exp(−2Γt).

For any s > 0 the exciton population returns to zero and rises again. Its maxima satisfy tan(st) = s/Γ, are separated by π/s, and shrink from one to the next by

exp(−2πΓ/s).

At g = 0.015 eV the next maximum comes 139 fs after the first and has only 9.6 × 10⁻⁴ of its height. At the absorption onset, s = Γ, the ratio is exp(−2π) ≈ 1.9 × 10⁻³. A single absorption peak therefore goes with a revival no larger than this: the oscillation exists, but very little of it survives one period.

**A doublet without split real parts**

At resonance, a doublet in the exciton's own absorption proves that the real parts are split; a transmission doublet does not. Keep κ = 0.018 eV, but take γ = 0.001 eV and g = 0.005 eV. Splitting would need g > 0.0085 eV, so both eigenfrequencies have the same real part. The transmission formula nevertheless gives, in units of 10⁻⁶ eV²,

w² = √(25² + 2 × 19 × 25) − 1 = 38.7.

Its two peaks are 0.0124 eV apart. The numerator w² + γ² is responsible: a narrow exciton cuts a notch into the broad cavity line. At w = 0 the transmission is that of the empty cavity multiplied by [κγ/(κγ + g²)]², which is 0.18 here. The absorption has no such numerator and remains single.

The opposite case, split poles with one transmission peak, needs couplings above |κ − γ|/2 but below the transmission onset. With r = κ/γ, such couplings exist if

(r − 1)²/4 < √((r + 1)² + 1) − (r + 1).

The right side decreases with r. For r ≥ 1 the left side increases from zero, so there is one crossing, at r = 1.83. For r < 1 the inequality always holds. When r ≥ 0.03, the left side is below 0.236 and the right side above it. When r < 0.03, the left side is below 0.25 and the right side above 0.40. Merging in transmission therefore requires κ < 1.83γ. For κ = γ it occurs for 0 < g < 0.486γ. When κ > 1.83γ, split real parts do imply a transmission doublet.

**A field calculation and a real case**

The two-mode model can be compared with Maxwell's equations for a thin resonant sheet midway between two thin lossless mirrors a distance L apart. Let the sheet's amplitude reflection be −iΓ0/(w + iγ + iΓ0), where Γ0 is its radiative decay rate. For a field symmetric about the sheet, reflection and transmission combine into the factor

(w + iγ − iΓ0)/(w + iγ + iΓ0) ≈ exp[−2iΓ0/(w + iγ)].

Near the resonance of the empty cavity, the path to a mirror and back contributes exp[i(w + iκ)L/c]. A mode exists when the product is 1, so

(w + iκ)(w + iγ) = 2Γ0c/L.

This is D = 0 with g² = 2Γ0E0/(kL), where k = E0/c. For L = 3325 Å and mirror reflectance 0.941, the full field calculation gives the same peak counts as the model at all three couplings. The spectra differ by at most 0.0004 of the incident power. Reducing all rates and w fourfold at fixed E0 reduces the largest difference by more than half, as expected of a small-rate approximation. These figures are for mirrors whose reflectance and phase do not depend on frequency. For thin dielectric mirrors, whose sheet susceptance grows in proportion to E, the reflection phase varies across the line and L is no longer the effective length. The peak counts stay the same, but with g² = 2Γ0E0/(kL) the spectra differ by up to 0.045, and the transmission separation at g = 0.025 eV is 0.0542 eV instead of 0.0558 eV.

The parameters are rough values for a WS2 monolayer at room temperature, and the three couplings can represent different positions of the layer in the standing wave. The field calculation above instead keeps the sheet at the centre and changes its strength. Moving a sheet of fixed strength off centre to obtain the two smaller couplings leaves the peak counts unchanged, but the spectra then differ from the model by up to about 0.02 of the incident power. This sheet has no background permittivity. A layer 6.18 Å thick with a background permittivity of 10 to 18, moved to the same positions at fixed L, detunes the cavity by 0.02 to 0.06 eV and changes the peak counts, so the cavity must be retuned to the exciton at each position. The cavity's quality factor, 2.01/0.036 ≈ 56, is deliberately low; good dielectric microcavities have much narrower lines. Real exciton lines are partly Gaussian, contrary to the model. With a homogeneous half width of 0.009 eV and a Gaussian spread of 0.0079 eV, which preserve the full width of 0.030 eV, all peak counts are unchanged, but the absorption onset falls from 0.0166 to 0.0153 eV. With a homogeneous half width of 0.006 eV at the same full width it falls to 0.0147 eV, and the absorption at g = 0.015 eV becomes a doublet. For the Lorentzian line, the counts are unchanged by a detuning of 0.0077 eV, roughly the shift of an air-filled cavity viewed 5° off axis. At g = 0.025 eV, counter-rotating and diamagnetic terms shift the undamped polaritons by 0.00016 eV. A second exciton state 0.15 eV higher, given the same coupling as a deliberate overestimate, shifts them by up to 0.0023 eV. A probe of 1 W/cm², with an assumed exciton lifetime of 1 ns and radius of 20 Å, fills about 2 × 10⁻⁴ of the area with excitons, so the linear response is a fair assumption.

Absorbing mirrors add a loss rate to κ. They leave the conditions for transmission and exciton absorption unchanged in terms of the total κ; in the reflection condition, κ2 is replaced by κ − κ1, provided the prompt reflection from the entrance mirror is still −1. An absorbing entrance mirror breaks this proviso: for thin mirrors that each absorb 0.019 and transmit 0.039 of the incident power, the field calculation puts the onset of the reflection doublet at 0.0109 eV, where the replacement gives 0.0092 eV. The measured quantity 1 − R − T also includes the mirror loss, whose numerator is w² + γ², and it can be a doublet without split real parts: for κ1, κ2 and the loss rate each 0.006 eV, γ = 0.001 eV and g = 0.005 eV, it peaks at w = ±0.004 eV. Luminescence is a different observable again, because it depends on how the polaritons are populated. In thermal equilibrium at 300 K, the Boltzmann factor across 0.050 eV is 0.145, which would weaken the upper peak. The conditions derived here should not be applied to it. The remaining values are in the numerical output.

Values computed for the example and the checks

```
Exciton and cavity energy: 2.01 eV
Full widths, cavity and exciton: 0.036, 0.030 eV
kappa, gamma, Gamma: 0.0180, 0.0150, 0.0165 eV
Entrance-mirror rate kappa1: 0.0090 eV
Eigenfrequency splitting onset in g: 0.00150 eV
Doublet onset in g, transmission: 0.00698 eV
Doublet onset in g, reflection dip: 0.00999 eV
Doublet onset in g, absorption: 0.01657 eV
Added Lorentzians, onset s/Gamma: 0.5774
Largest kappa/gamma for merged transmission: 1.828
g = 0.006 eV: real splitting 0.0116 eV
  peaks T, dip, A: (1, 1, 1)
  separations T, dip, A: 0.0000, 0.0000, 0.0000 eV
g = 0.015 eV: real splitting 0.0298 eV
  peaks T, dip, A: (2, 2, 1)
  separations T, dip, A: 0.0345, 0.0236, 0.0000 eV
g = 0.025 eV: real splitting 0.0499 eV
  peaks T, dip, A: (2, 2, 2)
  separations T, dip, A: 0.0558, 0.0468, 0.0374 eV
g = 0.015 eV: next/first population maximum: 9.622e-04
  delay between maxima: 138.6 fs
Revival ratio at absorption onset: 1.867e-03
  transmission centre/peak: 0.638
  transmission separation: 10.59 nm
Unsplit case: gamma 0.001, g 0.005 eV
  transmission separation: 0.0124 eV
Maxwell cavity length: 3325 angstrom
Mirror power reflectance: 0.9411
Exciton radiative full width, largest g: 0.00105 eV
Largest Maxwell-model spectral difference: 0.0004
Disorder test: homogeneous rate 0.009, sigma 0.0079 eV
  g 0.006 eV, peaks T, dip, A: (1, 1, 1)
  g 0.015 eV, peaks T, dip, A: (2, 2, 1)
  g 0.025 eV, peaks T, dip, A: (2, 2, 2)
Detuning at 5 degrees: 0.0077 eV
  g 0.006 eV, peaks T, dip, A: (1, 1, 1)
  g 0.015 eV, peaks T, dip, A: (2, 2, 1)
  g 0.025 eV, peaks T, dip, A: (2, 2, 2)
Counter-rotating + diamagnetic shift: 0.000155 eV
Higher exciton, assumed spacing: 0.15 eV
  shift bound at equal coupling: 0.0023 eV
Probe 1 W/cm2, lifetime 1 ns
  exciton radius 20 angstrom, filling 1.94e-04
Thermal energy at 300 K: 0.0259 eV
  Boltzmann factor across 2g=0.050 eV: 0.145
```
